\section*{Virtual Hartree-Fock orbitals of neutral closed-shell atoms are not excited states}

\section{A gap larger than the ionization energy}

Two electrons move around a nucleus of charge 2 that is smeared into a Gaussian of width $a=0.5$ bohr. Hartree-Fock theory puts both in a 1s orbital of energy $-1.2102$ Ry. In a spherical box of radius 120 bohr the lowest empty p orbital has energy $+0.0014$ Ry. The difference is $1.2116$ Ry, or 16.5 eV. Yet lifting one electron from 1s to 2p, with the other electron frozen, costs $0.899$ Ry, or 12.2 eV, in the triplet state. The orbital gap even exceeds $1.2102$ Ry, the frozen-orbital cost of removing the electron altogether.

The belief behind the first number is that the empty, or virtual, orbitals of the ground-state calculation are the orbitals of excited states, so that an orbital gap is an excitation energy. There are good reasons to think so. For the eigenfunctions of a fixed one-electron Hamiltonian, such as the kinetic energy plus the nuclear attraction, it is true, and so it is for independent electrons in a fixed potential. Occupied and virtual orbitals are, moreover, eigenfunctions of one operator, and together they form a valid basis for describing excited states. What fails in Hartree-Fock theory is the identification of a single virtual orbital with a single excited state. The argument below concerns the Fock operator only; a local potential with a $-2/r$ tail has a Rydberg series of empty orbitals.

\section{What the orbital energies count}

I use Rydberg units: lengths in bohr, kinetic energy $-\nabla^2$, electron repulsion $2/r_{12}$. For $N$ electrons in $N/2$ doubly occupied real orbitals $\phi_j$, the Fock operator is
\begin{equation}
F=h+\sum_j(2J_j-K_j),\qquad h=-\nabla^2+V_{\rm nuc},
\end{equation}
\begin{equation}
J_jf=f(\mathbf r)\int\frac{2\phi_j^2(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r',\qquad
K_jf=\phi_j(\mathbf r)\int\frac{2\phi_j(\mathbf r')f(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'.
\end{equation}
If $f=\phi_i$ is occupied, the two definitions give $K_i\phi_i=J_i\phi_i$. Hence $(2J_i-K_i)\phi_i=J_i\phi_i$: the electron repels its partner but not itself, and it feels $N-1$ electrons. For a virtual orbital $\phi_a$ nothing cancels, and it feels all $N$.

The energies of determinants say the same. Let $J_{ij}=\langle\phi_i|J_j|\phi_i\rangle$ and $K_{ij}=\langle\phi_i|K_j|\phi_i\rangle$. In a determinant each pair of electrons contributes $J_{ij}$, and a pair with parallel spins contributes $-K_{ij}$ as well. An electron added in $\phi_a$ meets two electrons in each $\phi_j$, one of them with parallel spin, so
\begin{equation}
E_{N+1}-E_N=h_{aa}+\sum_j(2J_{aj}-K_{aj})=\varepsilon_a .
\end{equation}
Removing an electron from $\phi_i$ deletes $h_{ii}+\sum_j(2J_{ij}-K_{ij})=\varepsilon_i$, where the term $j=i$ equals $J_{ii}$, the repulsion by the partner. Thus $E_{N-1}-E_N=-\varepsilon_i$. The gap $\varepsilon_a-\varepsilon_i$ adds the cost of an attachment to the cost of a removal, each reckoned from the intact atom.

In an excitation the added electron no longer meets the removed one. For the triplet, remove a spin-down electron from $\phi_i$ and add a spin-up electron in $\phi_a$. Their interaction, contained in $\varepsilon_a$, was $J_{ia}$, without exchange because the spins are opposite. It must be subtracted:
\begin{equation}
\Delta E_{\rm T}=\varepsilon_a-\varepsilon_i-J_{ia}.
\end{equation}
If the spin is kept, the missing interaction is $J_{ia}-K_{ia}$, and the determinant costs $\varepsilon_a-\varepsilon_i-J_{ia}+K_{ia}$. This determinant is an equal mixture of singlet and triplet, so its energy is their mean, and
\begin{equation}
\Delta E_{\rm S}=2(\varepsilon_a-\varepsilon_i-J_{ia}+K_{ia})-\Delta E_{\rm T}
=\varepsilon_a-\varepsilon_i-J_{ia}+2K_{ia}.
\end{equation}

These relations hold for any normalized $\phi_a$ orthogonal to the occupied orbitals, with $\varepsilon_a$ read as $\langle\phi_a|F|\phi_a\rangle$. Among such orbitals, the best excited one therefore makes $\langle\phi_a|F-J_i|\phi_a\rangle$ stationary in the triplet, and $\langle\phi_a|F-J_i+2K_i|\phi_a\rangle$ in the singlet. For the two-electron atom $F=h+2J-K$, and the two operators are $h+J-K$ and $h+J+K$. Neither is $F$. For a p orbital the orthogonality to 1s follows from symmetry, and the best orbital is an eigenfunction of the operator. For an excited s orbital the orthogonality must be imposed, because $\phi_{1s}$ is not an eigenfunction of either operator.

\section{The field of the neutral atom}

In the model $V_{\rm nuc}=-4\,\mathrm{erf}(r/a)/r$. Write $\phi_{1s}=u(r)/(\sqrt{4\pi}\,r)$ with $u\ge0$ and $\int_0^\infty u^2dr=1$. A spherical shell of charge at $r'$ acts at $r$ as $1/\max(r,r')$, so the repulsion by both electrons is
\begin{align}
2J(r)&=4\left[\frac1r\int_0^ru^2dr'+\int_r^\infty\frac{u^2}{r'}dr'\right]\nonumber\\
&=\frac4r-4\int_r^\infty u^2(r')\left(\frac1r-\frac1{r'}\right)dr',
\end{align}
where the second line uses $\int_0^ru^2dr'=1-\int_r^\infty u^2dr'$. Adding the nucleus, with $1-\mathrm{erf}=\mathrm{erfc}$, gives the static field on a virtual orbital:
\begin{equation}
V(r)=\frac{4\,\mathrm{erfc}(r/a)}r-4\int_r^\infty u^2(r')\left(\frac1r-\frac1{r'}\right)dr'.
\end{equation}
The Coulomb tails have cancelled, and what remains comes from charge lying outside $r$. Since $u$ decays exponentially, so does $V$. At $r=4$ bohr it is $-6.8\times10^{-4}$ Ry. An excited electron, which faces one electron fewer, has the tail $-4/r+2/r=-2/r$, which is $-0.5$ Ry there.

Exchange is non-local and needs its own argument. Let the virtual orbital be $v(r)Y_{lm}/r$. In the multipole expansion of $1/|\mathbf r-\mathbf r'|$ the term of order $l$ carries $4\pi/(2l+1)$, and the two factors $1/\sqrt{4\pi}$ of the 1s orbitals cancel the $4\pi$. Hence
\begin{equation}
\langle v|K_l|v\rangle=\frac2{2l+1}\iint u(r)v(r)\,g_l(r,r')\,u(r')v(r')\,dr\,dr',
\qquad g_l=\frac{r_<^l}{r_>^{l+1}},
\end{equation}
with $r_<$ and $r_>$ the smaller and larger of $r,r'$. Because $u$ and $g_l$ are not negative, $v(r)v(r')\le\frac12[v^2(r)+v^2(r')]$ may be inserted. The two halves are equal by symmetry, so
\begin{equation}
\langle v|K_l|v\rangle\le\int v^2W_l\,dr,\qquad
W_l(r)=\frac{2u(r)}{2l+1}\int_0^\infty g_l(r,r')u(r')dr'.
\end{equation}
The factor $u(r)$ makes $W_l$ exponentially small at large $r$. Exchange attracts no more strongly than this local, short-range well.

\section{How many levels can such a field hold?}

In channel $l$ the energy is thus bounded below by that of $H_0-q$, where $H_0=-d^2/dr^2+l(l+1)/r^2$ and $q=\max(W_l-V,0)$. To count its levels below $-\kappa^2$, replace $q$ by $\lambda q$ and raise $\lambda$ from 0 to 1. Each such level descends through $-\kappa^2$ at some $\lambda\le1$, where $(H_0+\kappa^2)v=\lambda qv$. With $w=\sqrt q\,v$ this becomes
\begin{equation}
\sqrt q\,(H_0+\kappa^2)^{-1}\sqrt q\,w=\lambda^{-1}w .
\end{equation}
Every level therefore supplies an eigenvalue of at least 1 of a positive operator, and their number cannot exceed its trace. The trace grows as $\kappa\to0$. There the inverse of $H_0$ is built from the solutions $r^{l+1}$ and $r^{-l}$, whose Wronskian has magnitude $2l+1$. Its kernel is $r_<^{l+1}r_>^{-l}/(2l+1)$, equal to $r/(2l+1)$ on the diagonal. The number of bound levels obeys
\begin{equation}
n_l\le B_l=\frac1{2l+1}\int_0^\infty r\,q(r)\,dr .
\end{equation}
This is finite for a short-range $q$; a tail $2/r$ would make it diverge.

For the model $B_1=0.857$. A number of levels below one is zero, so no p virtual is bound. Since $g_l=(r_</r_>)^l/r_>$ does not grow with $l$, neither do $W_l$ and $B_l$, and all higher $l$ are excluded too.

For $l=0$ the bound is $B_0=6.9$, which decides nothing, so the levels were counted numerically. A hard wall at $R$ can only raise levels and gives a lower count. A free end, with the negligible field beyond $R$ dropped, can only lower them and gives an upper count. Both give one negative level, at $R=60$ and at 120 bohr. That level is the occupied 1s orbital, which is also an eigenfunction of $F$. No virtual orbital of this atom is bound.

For other neutral closed-shell atoms the static field again cancels outside the charge, and the same inequality, applied with $|\phi_j|$ in place of orbitals that change sign, bounds each exchange term by the local well $2|\phi_j(\mathbf r)|\int|\phi_j(\mathbf r')|\,|\mathbf r-\mathbf r'|^{-1}d^3r'$. If the occupied orbitals decay exponentially, these wells lie under a spherical exponential envelope. Then $B_l$ is finite for each $l$ and below one for large $l$, so the bound levels are finite in number. Whether that number of virtual levels is zero must be computed for each atom.

\section{What the positive energies mean}

The virtual orbitals of the model are continuum functions, made discrete by the calculation. Outside the atom a slow s wave is $\sin k(r-a_s)$, with $a_s$ the scattering length and energy $k^2$. A wall at $R$ requires $k(R-a_s)=\pi$ for the lowest one:
\begin{equation}
\varepsilon=\left(\frac{\pi}{R-a_s}\right)^2 .
\end{equation}
The levels $0.002943$ Ry at $R=60$ and $0.000710$ Ry at $R=120$ bohr both give $a_s=2.09$ bohr when taken before rounding. The atom fixes $a_s$; the box fixes the energy. For p waves the first zero of the free solution is at $kr=4.4934$, and $(4.4934/120)^2=0.00140$ Ry is the virtual energy used at the start.

A finite basis acts like a box. With ten Gaussians the lowest s virtual lies at $0.516$ Ry; four more diffuse ones bring it to $0.004$ Ry, while the total energy changes by $0.0002$ Ry.

Nor does subtracting $J_{ia}$ rescue a single virtual orbital. The lowest virtual orbital spreads over the whole box, at distances of order $R$ from the compact $\phi_i$, so $J_{ia}\approx2\langle1/r\rangle_a$ is of order $1/R$ and vanishes for a large box, as does $\varepsilon_a\propto1/R^2$. The corrected gap then tends to $-\varepsilon_i$, the frozen-orbital ionization energy.

\section{The excited states}

The triplet operator $h+J-K$ has the tail $-2/r$. Measured from the frozen ion, its p levels are $-0.3109$, $-0.1258$, $-0.0684$ and $-0.0429$ Ry for $n=2$ to 5. Written as $-1/(n-\delta)^2$, they have quantum defects $\delta$ falling from 0.207 to 0.173. From $n=3$ on the fall is nearly linear in the level energy: the line through $n=3$ and 4 predicts 0.1727 at $n=5$, against 0.1730 found. This is a Rydberg series. The 2p excitation energy is
\begin{equation}
\Delta E_{\rm T}=-0.3109+1.2102=0.8993\ \text{Ry}.
\end{equation}
In the singlet the sign of $K$ is reversed, and the result is $0.977$ Ry, or 13.3 eV.

Expanded in the p virtuals, the triplet 2p orbital has a largest single weight of 0.108 for $R=60$ and 0.055 for $R=120$ bohr; 22 and 45 virtuals are needed to collect 99\% of it. The halving follows from normalization: the largest weight belongs to a box function near a fixed energy set by the shape of the 2p orbital, and at fixed energy the density of a box function near the atom scales as $1/R$, and so does its squared overlap with a compact orbital. The virtuals are a complete basis for 2p, but in these large boxes none of them resembles it. A small, compact basis can produce a virtual that does, because it confines the orbital to the region of the atom; as diffuse functions are added, the lowest virtual loses the likeness and 2p is shared among several higher ones.

A frozen ion lies above the true ion, so levels below its threshold need not be bound. Let the remaining electron instead occupy the exact ion orbital, of energy $-2.6491$ Ry. The 2p to 5p triplet levels then lie $0.284$ to $0.042$ Ry below the exact ion. These determinants span a subspace of the triplet P states, and by the min-max principle the exact levels, taken in order, lie no higher. The model atom has true bound excited states where its Fock operator has no bound virtual orbital.

\section{Where the statement changes}

A short-range field may bind if it is strong enough. Adding a well $-20\,e^{-r^2}$ Ry (with $r$ in bohr) to the p channel of $F$ produces one bound empty p orbital at $-4.26$ Ry, and still one when the box is doubled. The example shows only that such a field can bind: the new orbital lies below the occupied 1s, and since $J_{ia}>0$, the formula for $\Delta E_{\rm T}$ is then negative, so $1s^2$ is no longer the ground state. The orbital energy is still that of an extra electron attached to the frozen $1s^2$ configuration, not an excitation energy. The absence of bound virtuals, for its part, does not rule out a stable negative ion, because relaxation and correlation are missing from $\varepsilon_a$.

In a positive ion, $Z>N$, the virtual orbitals have the tail $-2(Z-N)/r$ and do form a Rydberg series. It is the series of the wrong charge: an electron excited within that ion sees $-2(Z-N+1)/r$. The neutral atom is the case in which the missing unit of charge is the whole tail. The numerical check computes the determinant energies, the field, the level counts and both kinds of spectrum for the model.

\section*{Numbers as computed}
\begin{verbatim}
nuclear charge 2, electrons 2, nuclear width 0.5 bohr
1 Ry = 13.605693 eV
HF total energy             -3.78915 Ry
HF 1s orbital energy        -1.21019 Ry = -16.465 eV
Gaussian-basis check: total -3.78915 Ry, 1s -1.21018 Ry
static field on a virtual orbital, and -2/r for comparison:
  r = 1 bohr: -9.012e-01 Ry, -2.000 Ry
  r = 2 bohr: -7.233e-02 Ry, -1.000 Ry
  r = 4 bohr: -6.764e-04 Ry, -0.500 Ry
  r = 8 bohr: -8.246e-08 Ry, -0.250 Ry
level-number bounds: B_0 = 6.896, B_1 = 0.857
negative levels of F, l=0: hard wall 1, free end 1
negative levels of F, l=1: hard wall 0, free end 0
lowest virtual energies in a hard box:
  R = 60 bohr: s 0.002943 Ry, p 0.005607 Ry
    scattering length from s level 2.087 bohr
  R = 120 bohr: s 0.000710 Ry, p 0.001402 Ry
    scattering length from s level 2.088 bohr
first zero of the p box function 4.4934
lowest s virtual and total energy in Gaussian bases:
  compact (10 functions): 0.51608 Ry, -3.78899 Ry
  diffuse (14 functions): 0.00412 Ry, -3.78915 Ry
1s np levels from the frozen-ion threshold (quantum defect):
  n=2: triplet -0.31092 Ry (0.2066), singlet -0.23362 Ry (-0.0689)
  n=3: triplet -0.12584 Ry (0.1811), singlet -0.10656 Ry (-0.0635)
  n=4: triplet -0.06836 Ry (0.1753), singlet -0.06063 Ry (-0.0613)
  n=5: triplet -0.04292 Ry (0.1730), singlet -0.03905 Ry (-0.0602)
1s np triplet levels from the exact ion threshold, relaxed core:
  n=2: -0.28421 Ry (defect 0.1242)
  n=3: -0.12081 Ry (defect 0.1229)
  n=4: -0.06650 Ry (defect 0.1223)
  n=5: -0.04202 Ry (defect 0.1219)
n=5 defect predicted by the line through n=3 and n=4:
  triplet 0.1727, singlet -0.0603, relaxed 0.1219
orbital gap 1s to lowest p virtual, R=120: 1.21159 Ry = 16.485 eV
frozen-core 1s2p triplet excitation 0.89927 Ry = 12.235 eV
frozen-core 1s2p singlet excitation 0.97657 Ry = 13.287 eV
relaxed-core 1s2p triplet excitation 0.85582 Ry
exact ion energy -2.64913 Ry, relaxed ionization 1.14003 Ry
triplet 2p expanded in p virtuals:
  R = 60 bohr: largest weight 0.1084, orbitals for 99% 22
    negative triplet p levels in this box: 5
  R = 120 bohr: largest weight 0.0545, orbitals for 99% 45
    negative triplet p levels in this box: 8
extra p well: depth 20 Ry, width 1 bohr
  bound p virtuals 1 (R=60), 1 (R=120), energy -4.2604 Ry
\end{verbatim}
